# Simmons' Intermediate-Voltage Tunnelling Current from a Mean Barrier, part 1

(Sections cited here and not found follow in the second part.)

## First half: the supply of electrons and the mean barrier

**Q.** I have seen the tunnelling current through a thin insulator written as a difference of two exponentials. At low temperature electrons flow one way only, from the negative metal to the positive one. What is the second exponential doing there?

**A.** That can be answered once we have counted the electrons, so let us fix the model first. Two identical metals are separated by an insulating film of thickness $s$. The negative metal is the emitter, the positive one the collector. Let $e>0$ be the elementary charge, $V\ge 0$ the bias, and $J$ the magnitude of the current density; the conventional current runs opposite to the electrons. I measure the total energy $\varepsilon$ of an electron from the Fermi level of the emitter. The Fermi level of the collector then lies at $-eV$.

The bottom of the film's conduction band is at height $\phi_0$ above the common Fermi level when there is no bias. With no charge in the film the field is uniform, so under bias the band edge is

$$\phi(x)=\phi_0-eV\,\frac{x}{s},\qquad 0\le x\le s,$$

with $x$ measured from the emitter. I take the temperature to be zero and restrict the bias to $0\le eV\le\phi_0$. The edge then stays at or above the emitter Fermi level throughout the film. The rounding of the barrier by image forces is left out, and so are traps.

**Q.** How do you count the current? An electron can cross only into an empty state, so there should be blocking factors.

**A.** They are there, and they cancel. Assume that the interfaces are smooth, so that the wave vector $\mathbf k$ parallel to the film is conserved. For a given $\mathbf k$ the motion across the film is one-dimensional. A range $dk_x$ holds $dk_x/2\pi$ states per unit length and per spin, and they move at the speed $\hbar^{-1}d\varepsilon/dk_x$. The product is $d\varepsilon/(2\pi\hbar)=d\varepsilon/h$, so the density of states and the speed combine into a constant.

Let $D$ be the probability of crossing, and $f_1$, $f_2$ the occupations in emitter and collector. The flow forward is proportional to $Df_1(1-f_2)$ and the flow backward to $Df_2(1-f_1)$, with the same $D$ because the same barrier is crossed at the same energy and the same $\mathbf k$. Their difference is

$$f_1(1-f_2)-f_2(1-f_1)=f_1-f_2 ,$$

since the products $f_1f_2$ drop out. With a factor 2 for spin and $d^2k/(2\pi)^2$ transverse states per unit area,

$$J=\frac{2e}{h}\int d\varepsilon\int\frac{d^2k}{(2\pi)^2}\,D\,(f_1-f_2).$$

At zero temperature $f_1=1$ for $\varepsilon<0$ and $f_2=1$ for $\varepsilon<-eV$. The difference is therefore 1 in the window $-eV<\varepsilon<0$ and zero elsewhere.

**Q.** This supports my objection. Within the window everything flows forward.

**A.** It does, and the net current is positive. The second exponential will come from the way in which this window is written, and I will show what that way of writing means. First we need $D$.

Inside the film the electron has an effective mass $m$, and its wave decays as $e^{-\kappa x}$. With a parabolic band,

$$\varepsilon=\phi(x)+\frac{\hbar^2k^2}{2m}-\frac{\hbar^2\kappa^2}{2m},$$

where the last term is negative because the motion along $x$ is evanescent. Solving for $\kappa$,

$$\kappa^2=\frac{2m}{\hbar^2}\left[\phi(x)+w\right],\qquad w\equiv-\varepsilon+\frac{\hbar^2k^2}{2m}.$$

Energy and transverse wave vector enter through the single variable $w$. If the metal had the same mass $m$, then $-w$ would be the energy of the motion normal to the film, measured from the emitter Fermi level. So $w$ tells how far below that level the normal motion lies.

For the crossing probability I keep the exponential factor of the semiclassical approximation and set the factor in front of it to one:

$$D(w)=\exp\left(-2\int_0^s\kappa\,dx\right)=\exp\left(-A\left\langle\sqrt{\phi+w}\right\rangle\right),\qquad A=\frac{2s\sqrt{2m}}{\hbar}.$$

The angle brackets are the average over the thickness, $\langle g\rangle=s^{-1}\int_0^s g\,dx$.

**Q.** The metal has its own mass, nearly that of a free electron perhaps, while the tunnelling mass in an oxide can be several times smaller. Which of the two belongs in the supply of electrons?

**A.** The mass of the film, and the change of variables shows why. Put $t=\hbar^2k^2/2m$ with the film mass $m$. The integrand does not depend on the direction of $\mathbf k$, so $d^2k=\pi\,d(k^2)$, and

$$\frac{d^2k}{(2\pi)^2}=\frac{1}{4\pi}\,d(k^2)=\frac{1}{4\pi}\,\frac{2m}{\hbar^2}\,dt=\frac{m}{2\pi\hbar^2}\,dt .$$

Let $\delta=-\varepsilon$ be the depth of the total energy below the emitter Fermi level. The window is $0<\delta<eV$, and $w=\delta+t$. Then

$$J=\frac{2e}{h}\,\frac{m}{2\pi\hbar^2}\int_0^{eV}d\delta\int_0^{\infty}dt\,D(\delta+t).$$

With $\hbar=h/2\pi$ the constant in front is

$$\frac{2e}{h}\,\frac{m}{2\pi}\,\frac{4\pi^2}{h^2}=\frac{4\pi me}{h^3}.$$

The metal's mass would enter through the largest transverse wave vector that the metal can offer. I have put that limit at infinity.

**Q.** Metals do not have infinitely wide bands. What does that step cost?

**A.** Suppose that the emitter has a parabolic band of mass $m_e$ whose bottom lies a depth $K$ below its Fermi level. At depth $\delta$ the transverse kinetic energy in the metal is at most $K-\delta$. Expressed with the film mass, this means $t\le(m_e/m)(K-\delta)$. The collector's band bottom is lower by $eV$, so the emitter sets the limit.

Take a free-electron mass, $K=5$ eV and $m=0.15\,m_0$. At $\delta=1$ eV the limit is $t=4/0.15\approx 27$ eV, where $D$ has long become negligible. I tested this with a direct double integral over energy and transverse wave vector, with the limit kept and the barrier replaced by its mean, for $s=3$ nm and $\phi_0=3$ eV. At biases of 0.3, 1.0 and 2.5 V it agrees to better than one part in $10^5$ with the closed result that we shall derive from the infinite limit. A metal with a shallow band, or with a mass well below that of the film, could break the assumption.

**Q.** Very well. You still have a double integral.

**A.** One of the two integrations is mere counting, because $D$ depends on $w$ alone. Hold $w$ fixed and ask which values of $\delta$ contribute. Since $t=w-\delta$ cannot be negative, $\delta$ cannot exceed $w$. Since the energy must lie in the window, $\delta$ cannot exceed $eV$. The allowed range thus runs from zero to the smaller of the two, and

$$J=\frac{4\pi me}{h^3}\int_0^\infty S(w)\,D(w)\,dw,\qquad S(w)=\min(w,eV).$$

This is the supply integral. The supply function $S$ rises linearly up to $w=eV$ and stays constant from there on.

**Q.** I see a ramp and a plateau, both positive. There is still no subtraction.

**A.** Write $y_+$ for $y$ when $y>0$ and for zero otherwise. Then

$$S(w)=w_+-(w-eV)_+ .$$

For $w<eV$ the second piece vanishes and $S=w$. For $w>eV$ we get $w-(w-eV)=eV$. The plateau is the difference between two ramps, the second of which starts later.

**Q.** That is an identity. I could write the plateau as a difference in many ways. Why should this one have a physical meaning?

**A.** Because it is what we get by keeping $f_1$ and $f_2$ apart. Count all filled emitter states with a given $w$. They have $\delta>0$ and $\delta<w$, so their range has length $w$: this is the first ramp. Now count all filled collector states with the same $w$. They lie below the collector Fermi level, so $\delta>eV$, and again $\delta<w$. Their range has length $w-eV$ if this is positive, and there are none otherwise: this is the second ramp.

The first ramp is therefore the whole Fermi sea of the emitter trying to cross forward, and the second is the whole sea of the collector trying to cross backward. Electrons deeper than $eV$ are present in both seas at the same energies and cancel. The Pauli principle blocks these crossings, and the subtraction accounts for it. Your statement that everything flows forward is true of the net current, and the two seas are a correct way to book it.

In this bookkeeping both seas are continued down without a bottom. That adds no error, since whatever lies at $\delta>eV$ drops out of the difference.

**Q.** Now the barrier. You have an average of a square root, and the term "mean barrier" suggests that you will exchange the two operations.

**A.** Yes. Define the mean barrier above the emitter Fermi level,

$$\bar\phi=\langle\phi\rangle=\phi_0-\frac{eV}{2},$$

and replace $\langle\sqrt{\phi+w}\rangle$ by $\sqrt{\bar\phi+w}$. The trapezoid becomes a rectangle of the same area.

**Q.** The true average of the square root can be written down for a sloping edge. Why approximate it?

**A.** For a linear edge it is

$$\left\langle\sqrt{\phi+w}\right\rangle=\frac{1}{eV}\int_{\phi_0-eV}^{\phi_0}\sqrt{\phi+w}\,d\phi=\frac{2}{3eV}\left[(\phi_0+w)^{3/2}-(\phi_0-eV+w)^{3/2}\right].$$

One can put this into the supply integral and evaluate it numerically, and I shall use that for comparison. With a single square root in the exponent, however, the integral over $w$ is elementary, and the dependence on bias and thickness can be read from the result.

**Q.** Then I want the error, and its sign.

**A.** The sign follows from the shape of the square root. It is a concave function, so the average of the root is at most the root of the average. The true exponent $A\langle\sqrt{\phi+w}\rangle$ is thus at most $A\sqrt{\bar\phi+w}$, for every $w\ge0$. The rectangle is too opaque and the mean-barrier current too small, relative to the current with the true trapezoid in the exponent.

For the size, put $P=\bar\phi+w$ and $\phi(x)=\bar\phi+g$, where $g$ is spread uniformly between $-eV/2$ and $eV/2$. Then

$$\sqrt{P+g}=\sqrt P\left(1+\frac{g}{2P}-\frac{g^2}{8P^2}+\frac{g^3}{16P^3}-\dots\right).$$

The odd powers average to zero. The mean square of a quantity spread uniformly over a width $eV$ is $\langle g^2\rangle=(eV)^2/12$. Hence

$$\left\langle\sqrt{\phi+w}\right\rangle\simeq\beta\sqrt P,\qquad \beta=1-\frac{(eV)^2}{96P^2},$$

and the next correction is of fourth order in $eV/P$. Setting $\beta=1$ gives the plain mean-barrier approximation.

**Q.** A factor so close to one looks harmless. But it stands in an exponent.

**A.** So the quantity to watch is $(1-\beta)A\sqrt P$, which must be small compared with one. A thick film makes the condition harder to meet, because $A$ grows with $s$. The error in the exponent is largest for electrons at $w=0$. To see this, differentiate the difference of the two roots with respect to $w$:

$$\frac{d}{dw}\left(\sqrt{\langle\phi\rangle+w}-\left\langle\sqrt{\phi+w}\right\rangle\right)=\frac12\left(\frac{1}{\sqrt{\langle\phi\rangle+w}}-\left\langle\frac{1}{\sqrt{\phi+w}}\right\rangle\right)\le0 .$$

The inequality holds because $1/\sqrt{\phantom{x}}$ is a convex function, whose average is at least its value at the average.

**Q.** And at the top of your range, $eV=\phi_0$?

**A.** There the trapezoid has become a triangle. At $w=0$ the true average is $\tfrac23\sqrt{\phi_0}=0.667\sqrt{\phi_0}$, while the rectangle gives $\sqrt{\phi_0/2}=0.707\sqrt{\phi_0}$. The exponent is about 6% too large, relative to its true value, which for an exponent of order ten is a sizeable factor in the current.

Above $\phi_0$ the derivation itself fails. The edge then crosses the emitter Fermi level at $x=s\phi_0/eV$, before the collector is reached. An electron at that level tunnels through a length shorter than $s$, and averaging over the whole film has lost its meaning. A different formula, with a barrier length that depends on bias, is needed there.

## Second half: the two exponentials, their size and their limits

**Q.** Before you integrate, tell me what we are carrying over.

**A.** Energies are measured from the emitter Fermi level, and the collector Fermi level is at $-eV$. The film has thickness $s$, tunnelling mass $m$ and zero-bias barrier $\phi_0$, with $0\le eV\le\phi_0$ and zero temperature. The mean barrier is $\bar\phi=\phi_0-eV/2$, the decay constant is $A=2s\sqrt{2m}/\hbar$, and $w$ is the depth of the normal motion below the emitter Fermi level. With the mean barrier in the exponent,

$$J=\frac{4\pi me}{h^3}\int_0^\infty\left[w_+-(w-eV)_+\right]e^{-A\sqrt{\bar\phi+w}}\,dw .$$

The first ramp is the Fermi sea of the emitter, the second that of the collector.

**Q.** Do the first ramp, and please do not skip the integration by parts.

**A.** Define, for any barrier height $p$,

$$I(p)=\int_0^\infty w\,e^{-A\sqrt{p+w}}\,dw .$$

Substitute $u=\sqrt{p+w}$, so that $w=u^2-p$ and $dw=2u\,du$. The lower limit becomes $y=\sqrt p$:

$$I(p)=2\int_y^\infty(u^3-pu)\,e^{-Au}\,du .$$

Each integration by parts lowers the power of $u$ by one and brings a factor $1/A$. The boundary term at infinity vanishes. This gives

$$\int_y^\infty u\,e^{-Au}du=e^{-Ay}\left(\frac yA+\frac1{A^2}\right),$$

$$\int_y^\infty u^3e^{-Au}du=e^{-Ay}\left(\frac{y^3}{A}+\frac{3y^2}{A^2}+\frac{6y}{A^3}+\frac{6}{A^4}\right).$$

Multiply the first by $p=y^2$ and subtract it from the second. The terms $y^3/A$ cancel, and $3y^2/A^2-y^2/A^2=2y^2/A^2$ remains at the next order:

$$I(p)=2e^{-Ay}\left(\frac{2p}{A^2}+\frac{6y}{A^3}+\frac6{A^4}\right)=\frac{4p}{A^2}\,e^{-x}\left(1+\frac3x+\frac3{x^2}\right),\qquad x=A\sqrt p .$$

**Q.** And the second ramp?

We have written the current as the difference between the contributions of the emitter and collector Fermi seas, replaced the sloping barrier by its mean, and evaluated the first ramp. It remains to evaluate the second ramp, obtain the two-exponential formula, and examine its size and limits.
